# The QED Hartree-Fock Fock Matrix in the Coherent-State Frame

## 1. What translation symmetry requires

Moving the coordinate origin cannot change the energy of a molecule in a uniform cavity mode. Imposed on ions as well as on neutral molecules, this requirement fixes the form of the mean-field cavity energy before any detailed calculation.

Take one mode of frequency $\omega$, with photon operators $b,b^\dagger$, in the dipole (length) gauge. In atomic units, with fixed nuclei,

$$H=H_e+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,\hat d\,(b+b^\dagger)+\tfrac12\hat d^{\,2},\qquad \hat d=\lambda\cdot\mu. \tag{1}$$

Here $H_e$ is the molecular Hamiltonian, including nuclear repulsion, $\mu$ is the total dipole operator and $\lambda$ the coupling vector. The zero-point energy $\omega/2$ is omitted. The units of $\lambda$ are such that $(\lambda\cdot r)^2$ is an energy. Write $\hat d=\hat d_e+d_n$, where $\hat d_e=-\sum_i\lambda\cdot r_i$ and $d_n$ is the nuclear part, a number.

Let the electrons occupy a closed-shell determinant of real orbitals, expanded in atomic orbitals (AOs) $\chi_p$ with overlap $S$. Define

$$d_{pq}=-\langle p|\lambda\cdot r|q\rangle,\quad q_{pq}=\langle p|(\lambda\cdot r)^2|q\rangle,\quad D=2C_oC_o^T,\quad C_o^TSC_o=1, \tag{2}$$

where $C_o$ holds the occupied orbitals. Then $DSD=2D$ and $\mathrm{tr}(DS)=N$, the number of electrons. The mean dipole is $m=\langle\hat d\rangle=t+d_n$ with $t=\mathrm{tr}(dD)$.

Averaging (1) over a determinant can produce a one-electron term $\mathrm{tr}(qD)$, an exchange term $\mathrm{tr}(DdDd)$ and some function of $m$; Section 3 confirms this. So the cavity energy has the form $A\,\mathrm{tr}(qD)+B\,\mathrm{tr}(DdDd)+G(m)$. Move the origin by $a$ and put $c=\lambda\cdot a$. Since $-\lambda\cdot(r-a)=-\lambda\cdot r+c$,

$$d\to d+cS,\qquad q\to q+2cd+c^2S,\qquad m\to m+c(N-Z), \tag{3}$$

with $Z$ the total nuclear charge. Using $DSD=2D$,

$$\mathrm{tr}(qD)\to\mathrm{tr}(qD)+2ct+c^2N,\qquad \mathrm{tr}(DdDd)\to\mathrm{tr}(DdDd)+4ct+2c^2N. \tag{4}$$

Invariance requires $(A+2B)(2ct+c^2N)+G(m+c(N-Z))-G(m)=0$. Because $t$ and $d_n$ are independent, $t$ can be varied at fixed $m$; only the first term then changes, which forces $B=-A/2$. For a neutral molecule $m$ does not move, so $G$ is left free: the photon vacuum, which gives $G=\frac12m^2$, is also origin-independent there. For an ion the condition forces $G$ to be constant, and the constant is zero because an undriven mode has zero energy. Since $G$ depends only on the mode and on the class of photon states, not on the molecule, a class that is valid for ions has $G=0$ for neutral molecules too. The one-electron part of $\frac12\hat d^{\,2}$ gives $A=\frac12$. The cavity energy must therefore be $\frac12\mathrm{tr}(qD)-\frac14\mathrm{tr}(DdDd)$, with no direct, Coulomb-like term.

The argument assumes that the trial states respect the symmetry. For an ion, (3) adds a constant to $\hat d$, and a displacement of the photon oscillator must compensate for it. The photon state must therefore be free to displace.

## 2. The photon state and the coherent-state frame

Use a product of a determinant $\Phi$ and a photon state. Averaging (1) over $\Phi$ leaves a driven oscillator, whose square can be completed:

$$\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,m(b+b^\dagger)=\omega(b^\dagger-z)(b-z)-\omega z^2,\qquad z=\frac{m}{\sqrt{2\omega}}. \tag{5}$$

The linear terms match because $\omega z=\sqrt{\omega/2}\,m$. The first term on the right is non-negative and vanishes for the coherent state $b|z\rangle=z|z\rangle$. This is the best photon state for the given $\Phi$, and its energy is $-\omega z^2=-\frac12m^2$.

The same state is the vacuum of a displaced frame. Let $U=e^{z(b^\dagger-b)}$. Then $\frac{d}{dz}U^\dagger bU=U^\dagger[b,b^\dagger-b]U=1$, so $U^\dagger bU=b+z$. As $z$ is a number, $U$ commutes with $H_e$ and $\hat d$, and

$$U^\dagger HU=H_e+\omega b^\dagger b+\omega z(b+b^\dagger)+\omega z^2-\sqrt{\tfrac{\omega}{2}}\,\hat d(b+b^\dagger)-\sqrt{2\omega}\,z\hat d+\tfrac12\hat d^{\,2}. \tag{6}$$

Insert $\omega z=\sqrt{\omega/2}\,m$, $\omega z^2=\frac12m^2$ and $\sqrt{2\omega}\,z=m$. The terms without photon operators form a square:

$$U^\dagger HU=H_e+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}(\hat d-m)(b+b^\dagger)+\tfrac12(\hat d-m)^2. \tag{7}$$

The transformation is unitary, so the exact spectrum is unchanged. What changes is the meaning of the reference $\Phi\otimes|0\rangle$. In this reference the linear coupling averages to zero, and the energy is

$$E=\langle H_e\rangle+\tfrac12\langle(\hat d-m)^2\rangle. \tag{8}$$

The nuclear part $d_n$ cancels in $\hat d-m=\hat d_e-t$. The cavity energy is half the variance of the electronic dipole along $\lambda$.

## 3. The dipole variance of a determinant

Squaring $\hat d_e$ gives terms with one electron and terms with two:

$$\hat d_e^{\,2}=\sum_i(\lambda\cdot r_i)^2+\sum_{i\ne j}(\lambda\cdot r_i)(\lambda\cdot r_j).$$

The first sum has the average $\mathrm{tr}(qD)$. For the second, let $k,l$ label occupied orthonormal spin orbitals. When the determinants in bra and ket are expanded into products, every electron other than $i$ and $j$ must be in the same orbital on both sides, or an overlap vanishes. The orbitals of $i$ and $j$ can be the same on both sides or interchanged, the latter with a minus sign. Hence the average is $\sum_{kl}(d_{kk}d_{ll}-d_{kl}d_{lk})$, in which the terms $k=l$ cancel.

The direct sum is $t^2$. In the exchange sum, $k$ and $l$ must have equal spin, so it equals $2\sum_{ij}d_{ij}^2$ over occupied spatial orbitals. Since $D=2C_oC_o^T$, $\mathrm{tr}(DdDd)=4\sum_{ij}d_{ij}^2$. Therefore

$$\langle\hat d_e^{\,2}\rangle=\mathrm{tr}(qD)+t^2-\tfrac12\mathrm{tr}(DdDd). \tag{9}$$

Subtracting $t^2$ gives the variance, and (8) becomes

$$E[D]=E_{\rm HF}[D]+\tfrac12\mathrm{tr}(qD)-\tfrac14\mathrm{tr}(DdDd), \tag{10}$$

as symmetry required. The first cavity term is the second moment. The second is exchange-like: the two-electron part of $\frac12\hat d^{\,2}$ acts as a repulsion integral $d_{pq}d_{rs}$ added to $(pq|rs)$. Its Coulomb contraction is $t\,d$ and its exchange contraction is $dDd$.

The matrix $q$ must contain true second-moment integrals. Replacing it by $dS^{-1}d$ inserts a projector onto the AO space between the two factors of $\lambda\cdot r$. This discards the part of $(\lambda\cdot r)\phi_i$ outside that space, so it can only lower $\mathrm{tr}(qD)$. In a complete basis the two agree. With $i$ occupied and $a$ virtual, $q_{ii}=\sum_jd_{ij}^2+\sum_ad_{ia}^2$, and the cavity energy becomes $\sum_{ia}d_{ia}^2$.

## 4. The Fock matrix

Write the Hartree-Fock functional as

$$E_{\rm HF}=\mathrm{tr}(hD)+\tfrac12\mathrm{tr}(JD)-\tfrac14\mathrm{tr}(KD)+V_{nn}, \tag{11}$$

where $h$ is the core Hamiltonian, $V_{nn}$ the nuclear repulsion, $J_{pq}=\sum_{rs}(pq|rs)D_{rs}$ and $K_{pq}=\sum_{rs}(pr|sq)D_{rs}$. Both $J$ and $K$ are linear in $D$, so varying $D$ doubles their prefactors and gives $h+J-\frac12K$.

To follow the cancellation, keep $z$ as an independent variable. By (9), $\langle\hat d^{\,2}\rangle=\mathrm{tr}(qD)-\frac12\mathrm{tr}(DdDd)+m^2$, because $t^2+2td_n+d_n^2=m^2$. The energy with coherent state $z$ is then

$$\mathcal E(D,z)=E_{\rm HF}+\tfrac12\mathrm{tr}(qD)-\tfrac14\mathrm{tr}(DdDd)+\tfrac12m^2+\omega z^2-\sqrt{2\omega}\,zm. \tag{12}$$

Under a change $\delta D$, $\delta m=\mathrm{tr}(d\,\delta D)$ and $\delta\,\mathrm{tr}(DdDd)=2\,\mathrm{tr}(dDd\,\delta D)$ by cyclic invariance. With $\delta\mathcal E=\mathrm{tr}(F\delta D)$ at fixed $z$,

$$F=h+J-\tfrac12K+\tfrac12q-\tfrac12dDd+\left(m-\sqrt{2\omega}\,z\right)d. \tag{13}$$

The term $m\,d$ is the Coulomb-like field of the mean dipole, nuclei included. The displaced mode supplies $-\sqrt{2\omega}\,z\,d$. At $z=m/\sqrt{2\omega}$ they cancel:

$$F=h+J-\tfrac12K+\tfrac12q-\tfrac12dDd. \tag{14}$$

If $z$ follows $D$, the extra variation is $(\partial\mathcal E/\partial z)\delta z$. It vanishes because $\partial\mathcal E/\partial z=2\omega z-\sqrt{2\omega}\,m=0$. Freezing $z$ at its optimum or letting it follow thus gives the same $F$. With the undisplaced vacuum, $z=0$, the term $m\,d$ remains. The numerical check confirms all three cases against finite differences of the energy.

For the orbital equation, use $\delta D=2(\delta C_oC_o^T+C_o\delta C_o^T)$, so that $\delta E=4\,\mathrm{tr}(\delta C_o^TFC_o)$. Imposing $C_o^TSC_o=1$ with a symmetric matrix of multipliers gives $FC_o=SC_o\epsilon$. A rotation among occupied orbitals leaves $D$ unchanged and makes $\epsilon$ diagonal. The virtual orbitals are the remaining eigenvectors:

$$FC=SC\epsilon. \tag{15}$$

Neither (10) nor (14) contains $\omega$; the frequency enters through $z$ alone. The "polaritonic orbitals" of (15) are electronic orbitals dressed by the dipole self-energy. They carry no photon amplitude and do not describe resonant mixing of light and matter.

## 5. When the mean field is adequate

The mean field omits the fluctuations caused by the linear coupling in (7). Their size follows from perturbation theory with the exact, non-degenerate electronic ground state and excited states $n$ at energies $\Delta_n$ above it. Let $d_{0n}$ be the transition elements of $\hat d$ and take $m$ in the ground state. To order $\lambda^2$, the self-energy gives $\frac12\sum_{n\neq0}|d_{0n}|^2$. The linear coupling creates one photon and gives $-\frac{\omega}{2}\sum_{n\ne0}|d_{0n}|^2/(\Delta_n+\omega)$. The sum is

$$\Delta E=\tfrac12\sum_{n\ne0}|d_{0n}|^2\,\frac{\Delta_n}{\Delta_n+\omega}. \tag{16}$$

For $\omega\ll\Delta_n$ the fraction tends to one, and the shift is half the variance, the same form as in the mean field. It is the variance of the exact state, however, and electron correlation makes it differ from that of a determinant: for H$_2$ at 1.4 bohr in aug-cc-pVDZ the variance of the dipole along the bond is 2.06 a.u. in Hartree-Fock and 1.76 a.u. in full CI. For $\omega\gg\Delta_n$ it tends to zero, and the mean-field shift is spurious at this order. The omitted correlation is of the same order in $\lambda$ as the shift itself, so weak coupling alone does not justify the mean field.

## 6. Orbital energies depend on the origin

Apply (3) to (14):

$$\Delta F=cd+\tfrac12c^2S-\tfrac12\left[c(dDS+SDd)+c^2SDS\right]. \tag{17}$$

In the orbital basis, $C^TSDSC$ is 2 on the occupied block and zero elsewhere. In the occupied block the bracket is $4cd+2c^2$, in the occupied-virtual block $2cd$, and in the virtual block zero. With $d$ now in the orbital basis,

$$\Delta F_{oo}=-cd_{oo}-\tfrac12c^2,\qquad \Delta F_{ov}=0,\qquad \Delta F_{vv}=cd_{vv}+\tfrac12c^2. \tag{18}$$

The vanishing middle block keeps the same $D$ stationary, and its energy is unchanged. The orbital energies do change, even for a neutral molecule.

The reason appears on removing an electron from spin orbital $i$ with all orbitals frozen. At fixed $z$, (7) gives a fixed electronic Hamiltonian with one- and two-electron terms. The energy lost is the one-electron term of $i$ plus its direct and exchange interactions with the other electrons, which is $F_{ii}=\epsilon_i$. The ionization energy is therefore $-\epsilon_i$. The mean dipole is now $m'=m-d_{ii}$, however, and $z$ is no longer optimal. The mode energy at the old $z$ is $\frac12m^2-mm'$; at the new optimum it is $-\frac12m'^2$. The difference is $\frac12(m-m')^2=\frac12d_{ii}^2$, so

$$I_i^{\rm frozen}=-\epsilon_i,\qquad I_i^{\rm opt}=-\epsilon_i-\tfrac12d_{ii}^2. \tag{19}$$

If orbital $i$ does not mix with other occupied orbitals when the origin moves, $\epsilon_i$ changes by $-cd_{ii}-\frac12c^2$ and $\frac12d_{ii}^2$ by the opposite amount. Then $I_i^{\rm opt}$ is invariant.

## 7. Water in a cavity

Consider water at the RHF/cc-pVDZ level, with bond length 1.81 bohr and angle 104.5°. Let $\lambda=0.1$ a.u. along the symmetry axis $z$, $\omega=0.1$ hartree, and the origin be at oxygen. With $\lambda=\sqrt{4\pi/V}$ this coupling corresponds to a mode volume $V$ of about 0.19 nm$^3$; a half-wavelength cavity at this frequency gives $\lambda\approx10^{-5}$ for one molecule. The large value is chosen to make the terms visible. Energies below are in hartree; the digits serve to check the identities in this basis and are not converged properties of water.

**Total energy.** The second-moment term is 0.032210 and the exchange-like term is $-0.012801$, together 0.019409. The distorted density raises $E_{\rm HF}[D]$ by 0.000083 above its minimum. The cavity shift is

$$0.019409+0.000083=0.019492\ \text{hartree}=0.530\ \text{eV}.$$

This value depends on the basis: it is 0.552 eV in cc-pVTZ and 0.569 eV in aug-cc-pVTZ, where the mean dipole $m$ is also about 3% smaller. It is a mean-field value as well. A TDHF estimate of the omitted linear-coupling term of Section 5 lowers it by 6 to 8% at this $\omega$, and a first-order estimate of electron correlation in the variance lowers it by a further 12 to 17% (cc-pVDZ and aug-cc-pVDZ).

With $dS^{-1}d$ in place of $q$, the second-moment term would be 0.028987. The loss of 0.003223 is 17% of the cavity shift in this basis; it falls to 2.4% in aug-cc-pVDZ and 0.5% in aug-cc-pVTZ.

**Relaxation.** With the cavity-free density, (10) gives a shift of 0.019577, so relaxation gains 0.000085. For a small orbital change $\kappa$, model the energy relative to the cavity-free minimum as $\lambda^2(v_0+v_1\kappa)+\frac12k\kappa^2$. Its minimum is at $\kappa=-\lambda^2v_1/k$, and the gain is $\lambda^4v_1^2/2k$. Halving $\lambda$ should reduce the gain by 16; between 0.05 and 0.025 the computed ratio is 15.93.

**Displacement.** The mean dipole is $m=0.082087$, so $z=0.082087/\sqrt{0.2}=0.1836$ and $\langle b^\dagger b\rangle=z^2=0.0337$ in the frame of (1). For the undisplaced vacuum, (12) adds $\frac12m^2=0.003369$ at the same density. Re-optimizing the orbitals can only lower this excess, and it becomes 0.003208.

**HOMO energy.** It rises from $-0.493111$ to $-0.488068$, by 0.005043. The explicit cavity terms in $F$ contribute $0.002188-0.000020=0.002168$. The remaining 0.002875, more than half, comes from the altered expectation value of $h+J-\frac12K$. In this basis it is, to the digits shown, all due to the relaxed density in $J$ and $K$; the change of the HOMO itself enters only at second order, because the orbital is an eigenvector of the cavity-free Fock matrix. In aug-cc-pVTZ the rise is 0.0072, of which 0.0024 is explicit, 0.0047 comes from $J$ and $K$ and 0.00002 from the orbital change. The cancelled direct term would have been $md_{ii}=0.082087\times(-0.004509)=-0.000370$.

**Moving the origin.** Shift the origin by 2 bohr along $z$, so $c=0.2$. The two cavity terms become 0.204303 and $-0.184894$, but their sum is still 0.019409. The HOMO is the only occupied orbital that is odd under reflection in the molecular plane, and $\lambda\cdot r$ is even, so $d_{oo}$ does not mix it with other occupied orbitals and the condition of Section 6 holds; occupied orbitals that share a symmetry can mix and need not follow the diagonal formula. The HOMO energy therefore changes by

$$-cd_{ii}-\tfrac12c^2=0.000902-0.020000=-0.019098,$$

which agrees with the computed value $-0.507166$. The LUMO energy falls from 0.207391 to 0.199753, so the orbital gap also depends on the origin. By contrast, $I^{\rm opt}$ for the HOMO is 0.488057 for both origins. In aug-cc-pVDZ the LUMO energies are 0.1007 and 0.0813, and $I^{\rm opt}$ is 0.502242 for both origins.

**An ion.** For hydroxide (RHF/6-31G, bond length 1.83 bohr, same coupling), the QED-HF energy is $-75.286871$ for both origins. With the undisplaced vacuum it is $-75.285803$ with the origin at oxygen and $-75.258749$ after the 2-bohr shift. This difference of 0.027 hartree (0.025 in aug-cc-pVDZ and aug-cc-pVTZ) is an artefact of the photon reference: the Coulomb-like term has survived, and for an ion $m$ depends on the origin.

## Calculated quantities

```
Water, RHF/cc-pVDZ, origin at O unless stated
O-H bond: 1.81 bohr
H-O-H angle: 104.5 degree
coupling along z: 0.10 a.u.
mode frequency: 0.10 hartree
energy without cavity: -76.026770 hartree
QED-HF energy: -76.007278 hartree
cavity shift: 0.019492 hartree
cavity shift: 0.5304 eV
second-moment energy: 0.032210 hartree
exchange-like energy: -0.012801 hartree
rise of E_HF[D] over its minimum: 0.00008310 hartree
first-order cavity shift: 0.019577 hartree
orbital relaxation gain: 0.00008496 hartree
relaxation ratio, coupling 0.05 to 0.025: 15.932
second-moment energy with d S^-1 d: 0.028987 hartree
mean coupled dipole <d>: 0.082087 a.u.
displacement z: 0.18355
photon number, undisplaced frame: 0.03369
vacuum-reference energy minus QED-HF: 0.003208 hartree
half squared mean dipole: 0.003369 hartree
HOMO of water
HOMO energy without cavity: -0.493111 hartree
HOMO energy in cavity: -0.488068 hartree
LUMO energy without cavity: 0.185472 hartree
LUMO energy in cavity: 0.207391 hartree
HOMO: q/2 term: 0.002188 hartree
HOMO: -dDd/2 term: -0.000020 hartree
HOMO: cancelled direct term: -0.000370 hartree
HOMO: d_ii: -0.004509 a.u.
ionization, frozen z: 0.488068 hartree
ionization, optimized z: 0.488057 hartree
Water, origin moved along z
origin shift: 2.0 bohr
QED-HF energy: -76.007278 hartree
second-moment energy: 0.204303 hartree
exchange-like energy: -0.184894 hartree
HOMO energy: -0.507166 hartree
LUMO energy: 0.199753 hartree
ionization, optimized z: 0.488057 hartree
Energy slope along a random orbital rotation, tilted coupling
numerical, optimized photon state: -0.0437419 hartree
from F without direct term: -0.0437419 hartree
numerical, photon vacuum: -0.0437168 hartree
from F with direct term: -0.0437168 hartree
Hydroxide ion, RHF/6-31G, same coupling
O-H bond: 1.83 bohr
QED-HF, origin at O: -75.286871 hartree
QED-HF, origin moved: -75.286871 hartree
vacuum reference, origin at O: -75.285803 hartree
vacuum reference, origin moved: -75.258749 hartree
```
